# Isosteric heat from two adsorption conditions of equal coverage

## Problem

A vapour adsorbs reversibly on a solid surface. The same coverage is found at $p_1=1$ Pa, $T_1=400$ K and at $p_2=10$ Pa, $T_2=430$ K.

1. Starting from the equality of chemical potentials, derive the relation between pressure and temperature at fixed coverage.
2. Show that the isosteric heat is about 1.14 eV per molecule.
3. Estimate the pressure that holds the same coverage at 415 K.
4. Compare the heat with one obtained from energies in a microscopic model, and find how far it varies with temperature and coverage.
5. Judge how errors in the data, and departures from the assumptions, would move the result.

## Solution

### 1. Pressure along a line of constant coverage

The algebra is in atomic units, with Boltzmann's constant $k$ kept explicit so that $T$ is in kelvin. The vapour is ideal, and $p$ is its partial pressure at the surface. The number of sites is fixed, so constant coverage $\theta$ means a constant number $N$ of adsorbed molecules.

For one gas molecule, let $\mu_g$, $h_g$, $s_g$ and $v_g$ be the chemical potential, enthalpy, entropy and volume. Then $\mu_g=h_g-Ts_g$ and $d\mu_g=-s_g\,dT+v_g\,dp$, so

$$
d\left(\frac{\mu_g}{T}\right)=\frac{d\mu_g}{T}-\frac{\mu_g}{T^2}dT
=-\frac{Ts_g+\mu_g}{T^2}dT+\frac{v_g}{T}dp .
$$

Here $Ts_g+\mu_g=h_g$ and $-dT/T^2=d(1/T)$. For an ideal gas $v_g=kT/p$. Therefore

$$
d\left(\frac{\mu_g}{T}\right)=h_g\,d\left(\frac1T\right)+k\,d\ln p .
$$

The adsorbed layer has free energy $F=U-TS$ and chemical potential $\mu_a=(\partial F/\partial N)_T$. Its pressure-volume term is neglected. Since $(\partial F/\partial T)_N=-S$,

$$
\left(\frac{\partial(F/T)}{\partial T}\right)_N=-\frac{S}{T}-\frac{F}{T^2}=-\frac{U}{T^2},
\qquad
\left(\frac{\partial(F/T)}{\partial(1/T)}\right)_N=U .
$$

Differentiating the last equation with respect to $N$ gives, at constant coverage,

$$
d\left(\frac{\mu_a}{T}\right)=u_a\,d\left(\frac1T\right),
\qquad u_a=\left(\frac{\partial U}{\partial N}\right)_T .
$$

Equilibrium requires $\mu_g=\mu_a$ at every point of the path, so the two differentials are equal:

$$
h_g\,d\left(\frac1T\right)+k\,d\ln p=u_a\,d\left(\frac1T\right).
$$

Define the isosteric heat as $q=h_g-u_a$. It is positive when adsorption releases heat. Then

$$
k\left(\frac{\partial\ln p}{\partial(1/T)}\right)_\theta=-q,
\qquad
q=kT^2\left(\frac{\partial\ln p}{\partial T}\right)_\theta .
$$

For $q>0$, a hotter surface needs a higher pressure to keep its coverage.

### 2. The value of the heat

Integrate from point 1 to point 2. The minus sign is absorbed by exchanging the limits:

$$
k\ln\frac{p_2}{p_1}=-\int_{1/T_1}^{1/T_2}q\,d\left(\frac1T\right)
=\int_{1/T_2}^{1/T_1}q\,d\left(\frac1T\right).
$$

Dividing by the length of the interval gives the mean of $q$ over $1/T$:

$$
\bar q=\frac{k\ln(p_2/p_1)}{1/T_1-1/T_2}.
$$

This step does not assume that $q$ is constant. The pressure unit cancels in the ratio. With

$$
\frac1{T_1}-\frac1{T_2}=(2.500000-2.325581)\times10^{-3}\ \mathrm{K^{-1}}
=1.74419\times10^{-4}\ \mathrm{K^{-1}}
$$

and $\ln 10=2.302585$,

$$
\bar q=\frac{(8.617333\times10^{-5}\ \mathrm{eV/K})(2.302585)}
{1.74419\times10^{-4}\ \mathrm{K^{-1}}}=1.1376\ \mathrm{eV}\approx1.14\ \mathrm{eV},
$$

or 109.8 kJ/mol.

The Langmuir isotherm shows why the coverage itself need not be known. There $\theta/(1-\theta)=K(T)p$, with $K$ the adsorption equilibrium constant. At equal $\theta$ the left side is the same at both points, so $p_2/p_1=K(T_1)/K(T_2)$. With interactions the value of $\theta$ still drops out of the formula, but the heat found belongs to that coverage.

### 3. The pressure at 415 K

If $q$ is nearly constant, $\ln p$ is linear in $1/T$. The fraction of the logarithmic interval covered between 400 K and 415 K is

$$
\frac{1/400-1/415}{1/400-1/430}
=\frac{15/(400\cdot415)}{30/(400\cdot430)}=\frac{430}{830}=0.518 .
$$

Hence $p=(1\ \mathrm{Pa})\,10^{0.518}\approx3.30$ Pa.

### 4. A microscopic comparison

Take a periodic lattice of $3\times4$ sites, each empty or singly occupied. A molecule sits in a well of depth $D$ and has six vibrations of energy $\varepsilon$, which replace its three translations and three rotations in the gas. Other internal motions are assumed unchanged and cancel. Each occupied neighbour pair costs $w=0.020$ eV.

The partition function of one adsorbed molecule is

$$
z_s=e^{D/kT}\left[2\sinh\frac{\varepsilon}{2kT}\right]^{-6}.
$$

An occupation with $N$ molecules and $B$ neighbour pairs has weight $a^N e^{-wB/kT}$, where $a=z_s e^{\mu/kT}$. Summing over all occupations fixes $a$ for a chosen mean coverage, here $\theta=0.40$.

The gas molecule has mass $m=70$ u and is a spherical top with rotational constant $b=2.0\times10^{-5}$ eV. With symmetry number one, its classical rotational partition function is $z_r=\sqrt\pi\,(kT/b)^{3/2}$. For an ideal gas

$$
e^{\mu/kT}=\frac{p\Lambda^3}{kT\,z_r},\qquad
\Lambda=\sqrt{\frac{2\pi}{mkT}},\qquad\text{so}\qquad
p=\frac{a\,kT\,z_r}{z_s\Lambda^3}.
$$

Requiring 1 Pa at 400 K and 10 Pa at 430 K gives $D=1.2414$ eV and $\varepsilon=0.01384$ eV. These are fitted model parameters, and their last digits belong to the $3\times4$ cell: on a large lattice the fit gives $D=1.2411$ eV and $\varepsilon=0.01382$ eV, and the heats at $\theta=0.40$ below move by about 0.0001 eV.

The heat can now be found without differentiating the pressure. The gas enthalpy is $4kT$: $\tfrac32kT$ from translation, $\tfrac32kT$ from rotation and $kT$ from $pv_g$. The layer energy is $U=Nu_s+w\langle B\rangle$, with

$$
u_s=-D+6\left(\frac{\varepsilon}{2}+\frac{\varepsilon}{e^{\varepsilon/kT}-1}\right).
$$

Therefore

$$
q=4kT-u_s-w\left(\frac{\partial\langle B\rangle}{\partial\langle N\rangle}\right)_T .
$$

Averaged over $1/T$ between the two points, this gives 1.1376 eV, the two-point value. The agreement tests the thermodynamic relation; it cannot test the pressures, to which the model was fitted.

At fixed coverage the model heat falls from 1.1401 eV at 400 K to 1.1350 eV at 430 K. For classical vibrations $u_s\approx-D+6kT$, so the thermal part of $q$ is $4kT-6kT=-2kT$. Over 30 K this changes by $-0.0052$ eV, which accounts for the model's fall of about 0.005 eV. The match is this close partly because two smaller effects, the quantum correction to the vibrations and the temperature dependence of the repulsion term, are each about 0.0002 eV on this lattice and nearly cancel. The second depends on the lattice size, so the near-cancellation is not general. The drift barely affects the interpolation: the model pressure at 415 K is 3.301 Pa, against 3.297 Pa from the straight line.

Coverage matters more. At 415 K the heat is 1.1553 eV at $\theta=0.2$ and 1.1169 eV at $\theta=0.6$, because a new molecule meets more repelling neighbours. If occupations were uncorrelated, it would meet $4\theta$ neighbours on average, and the heat would fall by $4(0.020\ \mathrm{eV})(0.4)=0.032$ eV. The model's fall of 0.038 eV also contains the correlations between occupations. These are not an artefact of the small cell: on a large lattice the heat at $\theta=0.6$ is 1.1163 eV and the fall is 0.039 eV.

### 5. How far the number can be trusted

At fixed temperatures, an error in the logarithm of the pressure ratio changes the heat by

$$
\delta\bar q=\frac{k}{1/T_1-1/T_2}\,\delta\ln\frac{p_2}{p_1}
=(0.494\ \mathrm{eV})\,\delta\ln\frac{p_2}{p_1}.
$$

**Pressure and temperature.** Reading $p_2$ 10% too high adds $0.494\ln1.1=0.047$ eV. Reading $T_2$ 1 K too high, with the other data unchanged, lowers the result by 0.034 eV. The short temperature interval makes the latter error important: 1 K is one thirtieth of it.

**Coverage.** Suppose the second coverage is really 0.42 instead of 0.40. In the model this requires 11.40 Pa at 430 K. Treating the points as equally covered would then raise the apparent heat by 0.065 eV.

**Irreversible uptake.** Suppose the total coverage is equal at both points, but at the second point a fraction $f=0.05$ of the adsorbate is permanently bound. In Langmuir kinetics with unchanged rate coefficients, arrival on free sites balances departure of the reversible part:

$$
k_{\rm on}p_2(1-\theta)=k_{\rm off}(1-f)\theta .
$$

The observed pressure is thus $1-f$ times that of a fully reversible layer. Replacing $p_2$ by $p_2/0.95$ corrects the heat by $+0.025$ eV.

**Gauge temperature.** Let the gauge be at $T_g=300$ K. In molecular flow the opposing fluxes through the connecting tube, each proportional to $p/\sqrt T$, must balance. The surface pressure is then $p_g\sqrt{T/T_g}$, where $p_g$ is the reading. If both points are in this regime, the correction is

$$
0.494\times\tfrac12\ln\frac{430}{400}=0.018\ \mathrm{eV}.
$$

If the first point were in molecular flow but the second in viscous flow, where the pressures are equal, the correction would be $-0.494\times\tfrac12\ln(400/300)=-0.071$ eV. These two numbers are limits. For a molecule about 0.6 nm across, with no other gas present, the mean free path at 300 K is roughly 2.6 mm at 1 Pa and 0.26 mm at 10 Pa. In a tube a few millimetres wide, the first point then lies between the two regimes and the second is close to viscous flow, so the correction is negative but smaller in size than 0.071 eV. The tube width must therefore be known as well as the pressures. With a carrier gas the total pressure sets the mean free path, and these estimates for a pure vapour do not apply.

**Gas non-ideality.** To first order in pressure, $v_g=kT/p+B_2$, where $B_2$ is the second virial coefficient. The excess volume $B_2$ adds $B_2p$ to $\mu_g$, so $p$ is replaced by the fugacity $p\,e^{B_2p/kT}$. A rough $B_2=-2.0$ nm$^3$ changes the heat by only $-1.5\times10^{-6}$ eV. A strongly associating vapour would need its own estimate.

**Time to equilibrium.** Neglect repulsion and let $r_{\rm on}$ be the arrival rate per free site, including the sticking probability $s$. With site area $A$,

$$
r_{\rm on}=\frac{sAp}{\sqrt{2\pi mkT}},\qquad
\frac{d\theta'}{dt}=r_{\rm on}(1-\theta')-r_{\rm off}\theta' .
$$

At equilibrium $r_{\rm off}=r_{\rm on}(1-\theta)/\theta$. Deviations therefore decay at the rate $r_{\rm on}+r_{\rm off}=r_{\rm on}/\theta$, with relaxation time $\tau=\theta/r_{\rm on}$. For $A=0.20$ nm$^2$ and $s=10^{-3}$, $\tau=0.127$ s at the first point. A measurement must last several such times, and $\tau$ grows as $1/s$.

The pressures and temperatures are roughly those of thermal atomic layer deposition of alumina, and 70 u is close to the mass of trimethylaluminium. The other molecular parameters are round choices or, like $D$ and $\varepsilon$, fitted to the stated data, and 1.14 eV is not a measured heat for that precursor. Trimethylaluminium is also an associating vapour: at these pressures it is mostly monomer at 400 to 430 K but largely dimer at a 300 K gauge, so the non-ideality and gauge estimates above, made for a single non-associating species, do not carry over to it. The assumption that such a process breaks most strongly is reversibility: its self-limiting growth relies on precursor that reacts and stays on the surface. The 0.025 eV correction describes a small locked fraction. When most of the uptake is irreversible, the total coverage is not in equilibrium with the gas, and applying the formula to it does not give the reaction heat.

The stated data give 1.14 eV. In a measurement, any one of several modest errors above would already change the second decimal. The main values are collected in the numerical output below.

## Computed values

```
First point: pressure 1 Pa, temperature 400 K
Second point: pressure 10 Pa, temperature 430 K
Boltzmann constant: 8.617333e-05 eV/K
Log of pressure ratio: 2.302585 (no unit)
Inverse first temperature: 2.500000e-03 1/K
Inverse second temperature: 2.325581e-03 1/K
Difference of inverse temperatures: 1.74419e-04 1/K
Isosteric heat, two-point formula: 1.1376 eV
Same heat, converted: 109.8 kJ/mol
Model coverage: 0.40 (no unit)
Model molecular mass: 70 u
Model neighbour repulsion: 0.020 eV
Model rotational constant: 2.0e-05 eV
Fitted well depth: 1.2414 eV
Fitted vibration energy: 0.01384 eV
Mean heat from model energies: 1.1376 eV
Model heat at 400 K: 1.1401 eV
Model heat at 415 K: 1.1376 eV
Model heat at 430 K: 1.1350 eV
Heat from isostere slope at 415 K: 1.1376 eV
Model heat at 415 K, coverage 0.2: 1.1553 eV
Model heat at 415 K, coverage 0.6: 1.1169 eV
Straight-line pressure at 415 K: 3.297 Pa
Model pressure at 415 K: 3.301 Pa
Heat shift, second temperature +1 K: -0.0341 eV
Heat shift, second pressure +10%: +0.0471 eV
Pressure at 430 K if coverage is 5% higher: 11.40 Pa
Heat shift, that coverage mismatch: +0.0649 eV
Heat correction, 5% locked at second point: +0.0253 eV
Gauge temperature: 300 K
Heat correction, gauge in molecular flow: +0.0179 eV
Rough second virial coefficient: -2.0 nm^3
Heat correction, gas non-ideality: -1.5e-06 eV
Site area: 0.20 nm^2
Sticking probability: 1e-03 (no unit)
Relaxation time at first point: 0.127 s
```
